# RPA forces and dipoles from LDA orbitals need the relaxed density, part 1

(Sections cited here and not found follow in the second part.)

**Question: Can I get RPA forces from the Hellmann-Feynman theorem with my input density?**

I have a small code that runs a closed-shell LDA calculation for a molecule and then evaluates the RPA total energy from the LDA orbitals and orbital energies: the exact-exchange energy plus the direct RPA correlation energy. Now I want forces, to optimize a bond length, and a dipole moment.

My reasoning is this. The nuclear positions enter the electronic Hamiltonian only through the electron-nucleus attraction, which is a one-electron operator. The Hellmann-Feynman theorem says that the derivative of the energy is the expectation value of the derivative of the Hamiltonian. RPA is evaluated once on top of the LDA orbitals and never changes them, so the only density in the calculation is the LDA density. The force on a nucleus should then be the electrostatic pull of that density plus the repulsion of the other nuclei. Is this right? If it is not, which step fails, what is the correct expression, and how large is the difference for a real diatomic when one checks against finite differences of the energy?

**Answer**

It is not right. In a basis that stays fixed in space, or in a complete one, the expression you describe is the derivative of the LDA energy; with atom-centred functions even that needs an extra term, treated below. The Hellmann-Feynman theorem needs an energy that is stationary with respect to everything that changes when the nucleus moves. The LDA energy is stationary in the LDA orbitals, and the RPA energy evaluated on those orbitals is not. Your code does not update the orbitals at one geometry, but the orbitals at the next geometry are different, and the RPA energy feels that change at first order.

### What the theorem requires

I use Hartree atomic units, real orbitals and a closed shell. For a normalized eigenstate, $H(\lambda)\Psi = E\Psi$, differentiate $E = \langle\Psi|H|\Psi\rangle$:

$$\frac{dE}{d\lambda} = \langle\Psi|\partial_\lambda H|\Psi\rangle + 2\langle\partial_\lambda\Psi|H|\Psi\rangle = \langle\Psi|\partial_\lambda H|\Psi\rangle + E\,\partial_\lambda\langle\Psi|\Psi\rangle .$$

The last term vanishes because the norm is fixed. The step that matters is the replacement of $H\Psi$ by $E\Psi$. An approximate energy has the form $E(\lambda, x)$, where $x$ stands for orbitals and orbital energies that are themselves determined at each $\lambda$, and the chain rule gives

$$\frac{dE}{d\lambda} = \frac{\partial E}{\partial\lambda} + \sum_x \frac{\partial E}{\partial x}\frac{dx}{d\lambda}. \tag{1}$$

The first term is the Hellmann-Feynman term. The second is absent only if $\partial E/\partial x = 0$ along the directions in which $x$ moves.

Take first a basis that stays fixed in space, and a perturbation $h \to h + \lambda v$ of the one-electron matrix. For nucleus $A$ displaced along $z$,

$$v(\mathbf r) = \frac{\partial}{\partial R_{A,z}}\left(-\frac{Z_A}{|\mathbf r-\mathbf R_A|}\right) = -Z_A\frac{(\mathbf r-\mathbf R_A)_z}{|\mathbf r-\mathbf R_A|^3},$$

so that $-\mathrm{Tr}(Dv) = Z_A\int\rho\,(\mathbf r-\mathbf R_A)_z/|\mathbf r-\mathbf R_A|^3\,d^3r$ is the pull of the electron density on the nucleus, with $D$ the spin-summed density matrix. Your proposal is $dE/d\lambda = \mathrm{Tr}(Dv) + dV_{nn}/d\lambda$.

### The two energies

Indices $i,j,k$ label occupied orbitals, $a,b,c$ virtual ones and $p,q,r,s$ any. The two-electron integrals are $(pq|rs) = \iint \phi_p\phi_q(\mathbf r)\,\phi_r\phi_s(\mathbf r')/|\mathbf r-\mathbf r'|$. Define the Coulomb and exchange matrices $J[D]_{pq} = \sum_{rs}(pq|rs)D_{rs}$ and $K^x[D]_{pr} = \sum_{qs}(pq|rs)D_{qs}$. In the basis of the orbitals themselves $D_{ij} = 2\delta_{ij}$ and all other elements are zero. The two energies built from $D$ are

$$E_{\rm LDA} = \mathrm{Tr}(hD) + \tfrac12\mathrm{Tr}(DJ[D]) + E_{xc}[\rho] + V_{nn},$$

$$E_{\rm EXX} = \mathrm{Tr}(hD) + \tfrac12\mathrm{Tr}(DJ[D]) - \tfrac14\mathrm{Tr}(DK^x[D]) + V_{nn}.$$

The factor $\tfrac14$ follows from $\mathrm{Tr}(DK^x) = 4\sum_{ij}(ij|ij)$ and the closed-shell exchange energy $-\sum_{ij}(ij|ij)$. A quadratic form with a symmetric kernel varies as twice the kernel acting on $D$, and $\delta E_{xc} = \int v_{xc}\,\delta\rho$, so

$$\delta E_{\rm LDA} = \mathrm{Tr}(F\,\delta D),\quad F = h + J + v_{xc};\qquad \delta E_{\rm EXX} = \mathrm{Tr}(F^{\rm EXX}\delta D),\quad F^{\rm EXX} = h + J - \tfrac12K^x. \tag{2}$$

The input orbitals diagonalize $F$, with eigenvalues $\varepsilon_p$ and gaps $\Delta_{ia} = \varepsilon_a - \varepsilon_i > 0$. They do not diagonalize $F^{\rm EXX}$.

The direct RPA correlation energy is defined by

$$E_c = \frac{1}{2\pi}\int_0^\infty d\omega\;\mathrm{Tr}\big[\ln(1-\chi_0(i\omega)w) + \chi_0(i\omega)w\big],$$

with $w = 1/|\mathbf r-\mathbf r'|$ and $\chi_0$ the density response of independent electrons in the input orbitals. Imaginary frequency corresponds to a perturbation $u\,e^{\omega t}$ that grows in time. The amplitude $c$ of $\phi_a$ in $\phi_i$ obeys $i\dot c = \Delta_{ia}c + u_{ai}e^{\omega t}$ at first order, so $c = -u_{ai}e^{\omega t}/(\Delta_{ia}-i\omega)$. The density changes by $2\cdot 2\,\mathrm{Re}(c)\,\phi_i\phi_a$, one factor 2 for spin and one from $|\phi_i + c\phi_a|^2$. Since $\mathrm{Re}\,(\Delta-i\omega)^{-1} = \Delta/(\Delta^2+\omega^2)$,

$$\chi_0(\mathbf r,\mathbf r';i\omega) = -\sum_{ia}\phi_i\phi_a(\mathbf r)\,S^2_{ia}\,\phi_i\phi_a(\mathbf r'),\qquad S^2_{ia} = \frac{4\Delta_{ia}}{\Delta_{ia}^2+\omega^2}.$$

Let $V_{ia,jb} = (ia|jb)$, and let $\Delta$ and $S$ be diagonal matrices in the space of pairs $ia$. Cyclic invariance of the trace gives $\mathrm{Tr}(\chi_0w)^n = (-1)^n\mathrm{Tr}(SVS)^n$, so the integrand is $\ln\det(1+SVS) - \mathrm{Tr}\,SVS$. With $P = \Delta^2+\omega^2$,

$$1 + SVS = P^{-1/2}\big(\omega^2 + \Delta^2 + 4\Delta^{1/2}V\Delta^{1/2}\big)P^{-1/2}.$$

Call $\Omega_n^2$ the eigenvalues of $\Delta^{1/2}(\Delta+4V)\Delta^{1/2}$. The determinant is then $\prod_n(\omega^2+\Omega_n^2)/\prod_{ia}(\omega^2+\Delta_{ia}^2)$, with equally many factors above and below. The integral $\int_0^\infty\ln[(\omega^2+\Omega^2)/(\omega^2+\Delta^2)]\,d\omega$ vanishes at $\Omega=\Delta$ and has the derivative $\int_0^\infty 2\Omega/(\omega^2+\Omega^2)\,d\omega = \pi$ with respect to $\Omega$, so it equals $\pi(\Omega-\Delta)$. The same arctangent integral gives $\int_0^\infty S^2_{ia}\,d\omega = 2\pi$. Dividing by $2\pi$,

$$E_c = \tfrac12\sum_n\Omega_n - \tfrac12\mathrm{Tr}\,\Delta - \mathrm{Tr}\,V. \tag{3}$$

The matrix $V$ is positive semidefinite, because $x^TVx$ is the Coulomb self-energy of the charge $\sum x_{ia}\phi_i\phi_a$, so all $\Omega_n$ are real and positive when the gaps are positive. The RPA total energy is $E = E_{\rm EXX} + E_c$.

For a single pair, $\Omega = \Delta\sqrt{1+4V/\Delta}$, and $\sqrt{1+4x} = 1+2x-2x^2+\dots$ gives $E_c \approx -V^2/\Delta$ for weak coupling. This depends on the gap, with slope $+V^2/\Delta^2$, and on the orbital shapes through $V$, with slope $-2V/\Delta$. Neither slope is zero, and both $\Delta$ and $V$ change when a bond is stretched. The formula $\mathrm{Tr}(Dv)$ contains no trace of either change.

### How the orbitals respond to a change of $F$

Orbitals and orbital energies are the eigenpairs of $F$, so $E$ is a function of $h$ (explicitly, through $\mathrm{Tr}(hD)$) and of the matrix $F$. In a fixed basis the two-electron integrals over basis functions do not depend on $\lambda$. Let $F\to F+\delta F$, written in the basis of the old orbitals, and try

$$\phi_i' = \phi_i + \sum_a\kappa_{ia}\phi_a,\qquad \phi_a' = \phi_a - \sum_i\kappa_{ia}\phi_i .$$

The opposite signs keep the set orthonormal at first order, since $\langle\phi_a'|\phi_i'\rangle = \kappa_{ia}-\kappa_{ia} = 0$. The new occupied space is fixed by requiring that the occupied-virtual block of the new matrix vanish:

$$\langle\phi_a'|F+\delta F|\phi_i'\rangle = \delta F_{ia} + \kappa_{ia}\varepsilon_a - \kappa_{ia}\varepsilon_i = 0\quad\Rightarrow\quad\kappa_{ia} = -\frac{\delta F_{ia}}{\Delta_{ia}}. \tag{4}$$

The occupied block becomes $\varepsilon_i\delta_{ij}+\delta F_{ij}$ and the virtual block $\varepsilon_a\delta_{ab}+\delta F_{ab}$; the terms linear in $\kappa$ drop out there because they multiply $F_{ia} = 0$. From $D = 2\sum_i|\phi_i'\rangle\langle\phi_i'|$, the density matrix changes only in the mixed block, $\delta D_{ia} = \delta D_{ai} = 2\kappa_{ia}$. This defines a linear map on symmetric matrices, the static independent-electron response,

$$\delta D = \chi_0\,\delta F,\qquad(\chi_0X)_{ia} = (\chi_0X)_{ai} = -\frac{2X_{ia}}{\Delta_{ia}},$$

with zero in the other blocks. The density $\sum_{pq}\delta D_{pq}\phi_p\phi_q$ counts $ia$ and $ai$, which gives $-4/\Delta_{ia}$ and agrees with $-S^2_{ia}$ at $\omega=0$.

Now insert $\delta D$ into (2). The trace runs over the elements $ia$ and $ai$, which gives a factor 2 on top of the 2 in $\delta D$:

$$\delta E_{\rm LDA} = 4\sum_{ia}F_{ia}\kappa_{ia} = 0,\qquad\delta E_{\rm EXX} = 4\sum_{ia}F^{\rm EXX}_{ia}\kappa_{ia}.$$

The first vanishes because $F$ is diagonal. For $E_{\rm LDA}$ the second term of (1) is therefore zero, and

$$\frac{dE_{\rm LDA}}{d\lambda} = \mathrm{Tr}(Dv) + \frac{dV_{nn}}{d\lambda} \tag{5}$$

holds exactly in a fixed basis (and on a fixed integration grid, if $v_{xc}$ and $E_{xc}$ are evaluated on the same one). The right side is your formula. For the second, subtract $F_{ia}=0$: $F^{\rm EXX}_{ia} = (-\tfrac12K^x - v_{xc})_{ia}$, the difference between nonlocal exchange and the LDA potential, which nothing forces to vanish. The belief fails already at the exchange level, before any correlation is added.

### The derivative of the correlation energy

The new occupied and virtual blocks are not diagonal, but (3) does not need them to be. An orthogonal mixing among occupied orbitals and another among virtual orbitals act on the pair space as one orthogonal matrix. It transforms $\Delta$ and $V$ alike and leaves eigenvalues and traces unchanged, provided $\Delta$ is written as

$$\Delta_{ia,jb} = F_{ab}\delta_{ij} - F_{ij}\delta_{ab},$$

which reduces to the diagonal form for eigenfunctions. This is also why degenerate orbitals within the occupied or within the virtual set cause no small denominators.

Let $A_+ = \Delta+4V$ and $A_- = \Delta$, and let $t_n$ be the orthonormal eigenvectors of $\Delta^{1/2}A_+\Delta^{1/2}$. Define $p_n = \Delta^{1/2}t_n\Omega_n^{-1/2}$ and $m_n = \Delta^{-1/2}t_n\Omega_n^{1/2}$; these are the combinations $X+Y$ and $X-Y$ of the RPA amplitudes. Direct substitution gives

$$A_+p_n = \Delta^{-1/2}\Omega_n^2t_n\Omega_n^{-1/2} = \Omega_nm_n,\qquad A_-m_n = \Delta^{1/2}t_n\Omega_n^{1/2} = \Omega_np_n,\qquad p_n^Tm_n = 1 .$$

Vary the first equation and multiply by $p^T$, vary the second and multiply by $m^T$, and use $p^TA_+ = \Omega m^T$ and $m^TA_- = \Omega p^T$:

$$p^T\delta A_+p + \Omega\,m^T\delta p = \delta\Omega + \Omega\,p^T\delta m,\qquad m^T\delta A_-m + \Omega\,p^T\delta m = \delta\Omega + \Omega\,m^T\delta p .$$

In the sum the terms with $\delta p$ and $\delta m$ cancel, and $\delta\Omega = \tfrac12(p^T\delta A_+p + m^T\delta A_-m)$. So $E_c$ is stationary in its own amplitudes; the trouble lies only in the input. With $Q_+ = \sum_np_np_n^T$ and $Q_- = \sum_nm_nm_n^T$, which are unchanged by mixing within a degenerate group of $\Omega_n$,

$$\delta E_c = \tfrac14\mathrm{Tr}\big[Q_+(\delta\Delta+4\delta V)\big] + \tfrac14\mathrm{Tr}(Q_-\delta\Delta) - \tfrac12\mathrm{Tr}\,\delta\Delta - \mathrm{Tr}\,\delta V = \mathrm{Tr}(W\delta\Delta) + \mathrm{Tr}(\Gamma\,\delta V),$$

$$W = \tfrac14(Q_++Q_-) - \tfrac12,\qquad\Gamma = Q_+-1. \tag{6}$$

Completeness of the $t_n$ gives $\sum_np_nm_n^T = \Delta^{1/2}\Delta^{-1/2} = 1$ and the same for the transpose, so $W = \tfrac14\sum_n(p_n-m_n)(p_n-m_n)^T = \sum_nY_nY_n^T$. It is positive semidefinite and vanishes only if all de-excitation amplitudes $Y$ vanish, in which case $p_n=m_n$, $A_+=A_-$ and $V=0$. Whenever there is correlation, $E_c$ depends on the gaps. For one pair $Q_+ = \Delta/\Omega$, so $\Gamma\approx-2V/\Delta$, the slope found above.

Define the symmetric matrix $M$ by $\delta E = \mathrm{Tr}(M\,\delta F)$ at fixed $h$. The gap term is $\mathrm{Tr}(W\delta\Delta) = \sum W_{ia,jb}(\delta F_{ab}\delta_{ij}-\delta F_{ij}\delta_{ab})$, from which

$$M_{ij} = -\sum_aW_{ia,ja},\qquad M_{ab} = +\sum_iW_{ia,ib}. \tag{7}$$

The integral term needs $\delta V$. Rotating the four orbitals in $(ia|jb)$ one at a time,

$$\delta(ia|jb) = \sum_c\kappa_{ic}(ca|jb) - \sum_k\kappa_{ka}(ik|jb) + \big[ia\leftrightarrow jb\big].$$

Because $\Gamma$ is symmetric, the bracket doubles the first two terms. To read off the coefficient of $\kappa_{ia}$, rename $a\leftrightarrow c$ in the first term and $i\leftrightarrow k$ in the second. Adding the exchange part, $\delta E = \sum_{ia}g_{ia}\kappa_{ia}$ for the rotation, with

$$g_{ia} = \underbrace{4F^{\rm EXX}_{ia}}_{g^x} + \underbrace{2\sum_{c,jb}\Gamma_{ic,jb}(ac|jb) - 2\sum_{k,jb}\Gamma_{ka,jb}(ki|jb)}_{g^c}. \tag{8}$$

By (4), $\delta E = -\sum g_{ia}\delta F_{ia}/\Delta_{ia}$, while the mixed blocks of $\mathrm{Tr}(M\delta F)$ give $2\sum M_{ia}\delta F_{ia}$. Comparing,

$$M_{ia} = M_{ai} = -\frac{g_{ia}}{2\Delta_{ia}}. \tag{9}$$

Equation (1) now reads $dE/d\lambda = \mathrm{Tr}(Dv) + \mathrm{Tr}(MF_1) + dV_{nn}/d\lambda$ with $F_1 = dF/d\lambda$.

### Self-consistent response and the relaxed density

$F_1$ is not $v$, because $F$ depends on the density, which responds. Write $\delta F = v\,\delta\lambda + \mathcal K[\delta D]$. For LDA, differentiating $J+v_{xc}$ gives

$$\mathcal K[X]_{pq} = \sum_{rs}\big[(pq|rs) + f_{pq,rs}\big]X_{rs},\qquad f_{pq,rs} = \int\phi_p\phi_q\,f_{xc}\,\phi_r\phi_s\,d^3r,\qquad f_{xc} = \frac{dv_{xc}}{d\rho}.$$

With $\delta D = \chi_0\,\delta F$,

$$F_1 = v + \mathcal K\chi_0F_1 .$$

One could solve this for every perturbation. It is enough to solve one equation that does not contain $v$. Both maps are symmetric under the trace: $\mathrm{Tr}(A\,\mathcal K[B])$ is symmetric in $A$ and $B$ because the kernel is symmetric under $pq\leftrightarrow rs$, and $\mathrm{Tr}(A\,\chi_0B) = -4\sum A_{ia}B_{ia}/\Delta_{ia}$ is symmetric by inspection. Define $\Delta D$ by

$$\Delta D = M + \chi_0\mathcal K\,\Delta D. \tag{10}$$

Then, using $v = F_1-\mathcal K\chi_0F_1$ and moving first $\mathcal K$ and then $\chi_0$ across the trace,

$$\mathrm{Tr}(\Delta D\,v) = \mathrm{Tr}(\Delta D\,F_1) - \mathrm{Tr}\big((\chi_0\mathcal K\Delta D)F_1\big) = \mathrm{Tr}(MF_1).$$

The correct derivative in a fixed basis is

$$\frac{dE}{d\lambda} = \mathrm{Tr}\big[(D+\Delta D)\,v\big] + \frac{dV_{nn}}{d\lambda}. \tag{11}$$

It has the form of a Hellmann-Feynman expression, but with the relaxed density matrix $D+\Delta D$. The error of using the input density is $-\mathrm{Tr}(\Delta D\,v)$, and by (5) it is exactly the slope of $E_{\rm LDA}-E$.

To solve (10), set $\Delta D = M+Z$. Since $Z = \chi_0\mathcal K(M+Z)$, it has only mixed elements $Z_{ia} = Z_{ai} = z_{ia}$, and $\Delta_{ia}z_{ia} = -2\mathcal K[M]_{ia} - 2\mathcal K[Z]_{ia}$. In $\mathcal K[Z]_{ia}$ the elements $jb$ and $bj$ contribute equally, so $\mathcal K[Z]_{ia} = \sum_{jb}K^{ov}_{ia,jb}z_{jb}$ with $K^{ov}_{ia,jb} = 2[(ia|jb)+f_{ia,jb}]$, and

$$\big(\Delta + 2K^{ov}\big)z = -2\,\mathcal K[M]_{ov}. \tag{12}$$

This is the Z-vector equation. Its meaning is screening: $M$ says how $E$ reacts to a change of the self-consistent potential, and $Z$ accounts for the fact that the self-consistent potential changes by less than, or differently from, the bare $v$. The same matrix governs the response of the reference itself, since (4) with $\delta F = v+\mathcal K[\delta D]$ and $\delta D_{ia} = 2\kappa_{ia}$ gives $(\Delta+2K^{ov})\kappa = -v_{ov}$. It is singular only if the reference solution has an infinite response, that is, at an instability. The derivation also fails when a gap $\Delta_{ia}$ closes, because (4) and (9) divide by it. Open shells and frozen cores add terms that are not treated here. Density fitting applied to all integrals with a fixed auxiliary basis leaves the equations above unchanged, with fitted integrals in place of $(pq|rs)$; it adds terms only when the auxiliary functions move with the nuclei.

Two properties of $\Delta D$ follow at once. By (7), $\mathrm{Tr}M_{vv} = -\mathrm{Tr}M_{oo} = \mathrm{Tr}W$, and the mixed blocks have no trace, so $\mathrm{Tr}\,\Delta D = 0$: adding a constant to $F$ changes no gap and no orbital. And $D+\Delta D$ is defined as a derivative of the energy; nothing in the derivation makes it the density matrix of some wave function.

In a fixed basis, the input density gives the slope of the LDA energy, while the RPA slope needs the relaxed density matrix $D+\Delta D$, obtained from one Z-vector equation. What remains is to consider other references and the case where the belief would hold, to add the correction for atom-centred basis functions, and to measure the differences for hydrogen fluoride against finite differences.
